# Open-circuit Lorenz number at a mobility edge with linearly rising conductivity: test program

```python
"""
Result under test: for a transport function sigma(E) = A*(E - Ec) above a
mobility edge Ec and zero below, with the chemical potential mu = Ec, the
open-circuit Lorenz number L = kappa/(sigma*T) is
    L/L0 = (3/pi^2) * [ 9 zeta(3)/(2 ln 2) - pi^4/(36 ln(2)^2) ],
where L0 = (pi^2/3)*(kB/e)^2.
Symbols: kappa = electronic thermal conductivity at zero electric current,
sigma = electrical conductivity, T = temperature, f = Fermi function,
eta = (mu - Ec)/(kB*T). Energies are in eV and Ec = 0 throughout.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit

KB_EV = const.k / const.e                 # eV/K, also V/K
L0_REDUCED = np.pi**2 / 3                 # L0 in units of (kB/e)^2
RULES = {n: np.polynomial.legendre.leggauss(n) for n in (200, 400)}


def integrate(func, points, order=400):
    """Gauss-Legendre quadrature on each segment between sorted points."""
    nodes, weights = RULES[order]
    total = 0.0
    for low, high in zip(points[:-1], points[1:]):
        half = 0.5 * (high - low)
        total += half * np.sum(weights * func(low + half * (nodes + 1)))
    return total


def moments(transport, mu, kT, breaks=(0.0,), order=400):
    """Moments of (E-mu)/kT weighted with transport(E)*(-df/dE)."""
    low, high = mu - 45 * kT, mu + 45 * kT
    points = sorted([low, high] + [b for b in breaks if low < b < high])

    def integrand(energy, power):
        x = (energy - mu) / kT
        return transport(energy) * x**power / (4 * kT * np.cosh(x / 2)**2)

    return [integrate(lambda e, p=p: integrand(e, p), points, order)
            for p in range(3)]


def lorenz(m):
    """Open-circuit Lorenz number in units of (kB/e)^2."""
    return m[2] / m[0] - (m[1] / m[0])**2


def linear_edge(energy):
    return np.maximum(energy, 0.0)


# ---- closed forms, and the integrals from their definition ----
mp.mp.dps = 25
closed_integrals = [mp.log(2), mp.pi**2 / 6, 9 * mp.zeta(3) / 2]
for n, closed in enumerate(closed_integrals):
    direct = mp.quad(lambda x: x**(n + 1) / (4 * mp.cosh(x / 2)**2),
                     [0, 2, 5, 10, 20, 40, 80])
    assert abs(direct - closed) < mp.mpf(10)**(-15)
I0, I1, I2 = [float(v) for v in closed_integrals]
ratio_formula = (3 / np.pi**2) * (9 * float(mp.zeta(3)) / (2 * np.log(2))
                                  - np.pi**4 / (36 * np.log(2)**2))

# ---- example parameters (rough, amorphous In-Ga-Zn oxide regime) ----
T = 300.0                                 # K
kT = KB_EV * T                            # eV
slope = 500.0                             # S/cm per eV
mass_ratio = 0.34                         # effective mass / electron mass
kappa_lattice = 1.4                       # W/(m K)

m_edge = moments(linear_edge, 0.0, kT)
m_coarse = moments(linear_edge, 0.0, kT, order=200)
ratio_quadrature = lorenz(m_edge) / L0_REDUCED
quadrature_shift = abs(lorenz(m_coarse) / L0_REDUCED - ratio_quadrature)
assert abs(ratio_quadrature - ratio_formula) < 1e-9
assert quadrature_shift < 1e-9

# ---- two reservoirs joined by energy-resolved channels ----
def reservoir_flow(delta_mu, relative_dT, power):
    """Particle (power 0) or heat (power 1) flow from hot to cold side."""
    def integrand(energy):
        hot = expit(-(energy - delta_mu / 2) / (kT * (1 + relative_dT / 2)))
        cold = expit(-(energy + delta_mu / 2) / (kT * (1 - relative_dT / 2)))
        return linear_edge(energy) * energy**power * (hot - cold)
    return integrate(integrand, [0.0, 50 * kT])


dT_rel = 1e-3
small_mu = 1e-3 * kT
conductance = reservoir_flow(small_mu, 0.0, 0) / small_mu
stop_mu = brentq(lambda d: reservoir_flow(d, dT_rel, 0),
                 -0.01 * kT, 0.01 * kT, xtol=1e-15)
heat_unit = dT_rel * kT**2 * conductance
ratio_reservoirs = reservoir_flow(stop_mu, dT_rel, 1) / heat_unit / L0_REDUCED
ratio_short = reservoir_flow(0.0, dT_rel, 1) / heat_unit / L0_REDUCED
seebeck_reservoirs = stop_mu / (dT_rel * kT)       # units of kB/e
# finite differences leave relative errors of order dT_rel**2
assert abs(ratio_reservoirs - ratio_formula) < 2e-5
assert abs(ratio_short - I2 / I0 / L0_REDUCED) < 2e-5
assert abs(seebeck_reservoirs + I1 / I0) < 2e-5

# ---- reference cases: constant conductivity, and flat above a step ----
flat = lorenz(moments(lambda e: np.ones_like(e), 0.0, kT))
step = lorenz(moments(lambda e: (e > 0) * 1.0, 0.0, kT))
assert abs(flat - L0_REDUCED) < 1e-9
assert abs(step - (np.pi**2 / 3 - 4 * np.log(2)**2)) < 1e-9

# ---- chemical potential away from the edge ----
def lorenz_at(eta):
    return lorenz(moments(linear_edge, eta * kT, kT))


def lorenz_polylog(eta):
    m = [-mp.factorial(n + 1) * mp.re(mp.polylog(n + 1, -mp.exp(eta)))
         for n in range(3)]
    return float(m[2] / m[0] - (m[1] / m[0])**2)


for eta in (-1.5, 0.7, 3.0):
    assert abs(lorenz_at(eta) - lorenz_polylog(eta)) < 1e-8
assert abs(lorenz_at(-12.0) - 2.0) < 1e-5
assert abs(lorenz_at(20.0) / L0_REDUCED - (1 - np.pi**2 / 3 / 400)) < 1e-6
scan = np.array([lorenz_at(eta) for eta in np.linspace(-6, 30, 73)])
assert np.all(np.diff(scan) > 0)

# ---- example: transport coefficients ----
L0_SI = L0_REDUCED * KB_EV**2             # W Ohm / K^2
L_SI = ratio_formula * L0_SI
sigma = slope * kT * I0                   # S/cm
assert abs(slope * m_edge[0] / sigma - 1) < 1e-9
seebeck = -KB_EV * I1 / I0 * 1e6          # microvolt/K
sigma_SI = 100 * sigma                    # S/m
kappa_e = L_SI * sigma_SI * T             # W/(m K)
apparent = (kappa_e + kappa_lattice) / (sigma_SI * T) / L0_SI


def half_integral(eta):
    """Integral of sqrt(y)/(exp(y-eta)+1), using y = t^2."""
    return integrate(lambda t: 2 * t**2 * expit(eta - t**2), [0.0, 8.0])


wave_scale = 2 * mass_ratio * const.m_e * const.k * T / const.hbar**2
density = wave_scale**1.5 / (2 * np.pi**2) * half_integral(0.0) * 1e-6
mobility = sigma / (const.e * density)    # cm^2/(V s)

# ---- print inputs and main results ----
print(f"Temperature: {T:.0f} K")
print(f"Thermal energy kB*T: {kT:.5f} eV")
print(f"Slope of sigma(E): {slope:.0f} S/cm per eV")
print(f"Effective mass (rough): {mass_ratio:.2f} electron masses")
print(f"Lattice thermal conductivity (rough): {kappa_lattice:.1f} W/(m K)")
print(f"Integral I0: {I0:.6f}")
print(f"Integral I1: {I1:.6f}")
print(f"Integral I2: {I2:.6f}")
print(f"Mean x = I1/I0: {I1 / I0:.5f}")
print(f"Mean x^2 = I2/I0: {I2 / I0:.5f}")
print(f"Variance of x: {I2 / I0 - (I1 / I0)**2:.5f}")
print(f"L0 in (kB/e)^2: {L0_REDUCED:.5f}")
print(f"L/L0, closed form: {ratio_formula:.6f}")
print(f"L/L0, quadrature: {ratio_quadrature:.6f}")
print(f"L/L0, two reservoirs: {ratio_reservoirs:.6f}")
print(f"Quadrature shift in L/L0, 200 to 400 nodes: {quadrature_shift:.1e}")
print(f"Ratio without open-circuit term: {I2 / I0 / L0_REDUCED:.4f}")
print(f"L/L0, flat conductivity above a step at mu: {step / L0_REDUCED:.4f}")
print(f"L/L0, limit far below edge: {2 / L0_REDUCED:.4f}")
print(f"L0: {L0_SI:.4e} W Ohm/K^2")
print(f"L: {L_SI:.4e} W Ohm/K^2")
print(f"Conductivity: {sigma:.3f} S/cm")
print(f"Seebeck coefficient: {seebeck:.1f} microvolt/K")
print(f"Electronic thermal conductivity: {kappa_e:.3e} W/(m K)")
print(f"Carrier density (parabolic band): {density:.2e} cm^-3")
print(f"Implied mobility: {mobility:.1f} cm^2/(V s)")

# ---- sizes of neglected effects ----
print(f"Apparent L/L0 with lattice heat included: {apparent:.0f}")
for width in (0.01, 0.02):
    rounded = lorenz(moments(
        lambda e: width * np.logaddexp(0.0, e / width), 0.0, kT))
    print(f"L/L0, edge rounded over {width:.2f} eV: "
          f"{rounded / L0_REDUCED:.4f}")
for exponent in (0.5, 1.5, 2.0):
    powered = lorenz(moments(
        lambda e: np.maximum(e, 0.0)**exponent, 0.0, kT))
    print(f"L/L0, conductivity exponent {exponent:.1f}: "
          f"{powered / L0_REDUCED:.4f}")
for cap in (0.1, 0.2):
    capped = lorenz(moments(
        lambda e: np.clip(e, 0.0, cap), 0.0, kT, breaks=(0.0, cap)))
    print(f"L/L0, sigma(E) constant above {cap:.1f} eV: "
          f"{capped / L0_REDUCED:.4f}")
for offset in (-0.025, 0.025):
    print(f"L/L0, mu - Ec = {offset:+.3f} eV: "
          f"{lorenz_at(offset / kT) / L0_REDUCED:.4f}")
for T_use in (200.0, 400.0):
    target = half_integral(0.0) * (T / T_use)**1.5
    eta_use = brentq(lambda h: half_integral(h) - target, -10.0, 10.0)
    print(f"Same density at {T_use:.0f} K: mu - Ec = "
          f"{eta_use * KB_EV * T_use:+.4f} eV, "
          f"L/L0 = {lorenz_at(eta_use) / L0_REDUCED:.4f}")

print("ALL CHECKS PASSED")
```

Running it gives:

```
Temperature: 300 K
Thermal energy kB*T: 0.02585 eV
Slope of sigma(E): 500 S/cm per eV
Effective mass (rough): 0.34 electron masses
Lattice thermal conductivity (rough): 1.4 W/(m K)
Integral I0: 0.693147
Integral I1: 1.644934
Integral I2: 5.409256
Mean x = I1/I0: 2.37314
Mean x^2 = I2/I0: 7.80391
Variance of x: 2.17212
L0 in (kB/e)^2: 3.28987
L/L0, closed form: 0.660246
L/L0, quadrature: 0.660246
L/L0, two reservoirs: 0.660246
Quadrature shift in L/L0, 200 to 400 nodes: 5.2e-15
Ratio without open-circuit term: 2.3721
L/L0, flat conductivity above a step at mu: 0.4158
L/L0, limit far below edge: 0.6079
L0: 2.4430e-08 W Ohm/K^2
L: 1.6130e-08 W Ohm/K^2
Conductivity: 8.960 S/cm
Seebeck coefficient: -204.5 microvolt/K
Electronic thermal conductivity: 4.336e-03 W/(m K)
Carrier density (parabolic band): 3.81e+18 cm^-3
Implied mobility: 14.7 cm^2/(V s)
Apparent L/L0 with lattice heat included: 214
L/L0, edge rounded over 0.01 eV: 0.7367
L/L0, edge rounded over 0.02 eV: 0.8573
L/L0, conductivity exponent 0.5: 0.5399
L/L0, conductivity exponent 1.5: 0.7839
L/L0, conductivity exponent 2.0: 0.9130
L/L0, sigma(E) constant above 0.1 eV: 0.5434
L/L0, sigma(E) constant above 0.2 eV: 0.6499
L/L0, mu - Ec = -0.025 eV: 0.6324
L/L0, mu - Ec = +0.025 eV: 0.7036
Same density at 200 K: mu - Ec = +0.0143 eV, L/L0 = 0.6966
Same density at 400 K: mu - Ec = -0.0181 eV, L/L0 = 0.6431
ALL CHECKS PASSED
```
